# Comment: does the spin-spin contact term split a multiplet?

**The argument under review.** The author wants the fine structure of the helium term $2\,^3P$ and argues in three steps. First, the magnetic interaction of two electron spins contains a contact part proportional to $\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$; it depends on spin, so it must help to separate the levels $J=0,1,2$. Second, a singlet has no net spin, so the contact part matters for triplets and drops out for singlets. Third, the two-body Darwin term contains no spin and is therefore an effect of another kind, to be treated elsewhere.

The operator is the right one, but none of the three conclusions follows from it. I first fix its coefficient, because a sign is at stake, and then take the conclusions in turn.

## The operator and its coefficient

I use atomic units, with $c=1/\alpha$ and electron $g$ factor 2. The moment of an electron is then $\boldsymbol\mu=-\mathbf s$, and $\mu_0/4\pi=\alpha^2$. With $\mathbf r=\mathbf r_1-\mathbf r_2$, the vector potential of electron 2 at electron 1 is

$$\mathbf A=\alpha^2\,\frac{\boldsymbol\mu_2\times\mathbf r}{r^3}=\alpha^2\,\nabla\times\frac{\boldsymbol\mu_2}{r}.$$

Taking the curl once more, with $\nabla\times\nabla\times\mathbf F=\nabla(\nabla\cdot\mathbf F)-\nabla^2\mathbf F$, gives

$$\mathbf B=\alpha^2\left[\nabla(\boldsymbol\mu_2\cdot\nabla)\frac1r-\boldsymbol\mu_2\nabla^2\frac1r\right].$$

The energy is $-\boldsymbol\mu_1\cdot\mathbf B$. The two minus signs in the moments cancel, so

$$H_{ss}=-\alpha^2\left[(\mathbf s_1\cdot\nabla)(\mathbf s_2\cdot\nabla)-\mathbf s_1\cdot\mathbf s_2\,\nabla^2\right]\frac1r .$$

The second derivatives need care at $r=0$. By Gauss's theorem, their integral over a ball of any radius is

$$\int\partial_i\partial_j\frac1r\,d^3r=\oint n_i\,\partial_j\frac1r\,dS=-\oint n_in_j\,d\Omega=-\frac{4\pi}{3}\delta_{ij}.$$

Away from the origin the derivative is a traceless tensor whose angular integral vanishes. Hence

$$\partial_i\partial_j\frac1r=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}-\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r),$$

where the angular integral of the first part is done first near $r=0$. The trace is $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, as it must be. Insertion gives

$$H_{ss}=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right]+\alpha^2\left(\frac{4\pi}{3}-4\pi\right)\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).$$

The last part is the contact term, $H_c=-\frac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$.

One may doubt that a classical point dipole can be trusted at zero distance. One-photon exchange between free Dirac electrons settles this and supplies the Darwin term as well. Let electron 1 go from momentum $-\mathbf q/2$ to $+\mathbf q/2$ and electron 2 the opposite way. The energies do not change, so there is no retardation. The normalized spinor is

$$u(\mathbf p)=\sqrt{\frac{E+c^2}{2E}}\begin{pmatrix}\chi\\[2pt] \dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\,\chi\end{pmatrix},\qquad E^2=c^4+\frac{c^2q^2}{4}.$$

*Charge.* Since $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-q^2/4$ and $c^2q^2/4=(E-c^2)(E+c^2)$, each electron contributes

$$\frac{E+c^2}{2E}\left(1-\frac{E-c^2}{E+c^2}\right)=\frac{c^2}{E}.$$

The Coulomb amplitude becomes

$$\frac{4\pi}{q^2}\,\frac{c^4}{E^2}=\frac{4\pi}{q^2}\,\frac{1}{1+q^2/4c^2}\simeq\frac{4\pi}{q^2}-\frac{\pi}{c^2}.$$

A constant in momentum space is a delta function in position space, so the two-body Darwin term is $H_D=-\pi\alpha^2\delta(\mathbf r_{12})$.

*Current.* The matrix element of $\alpha_k$ for electron 1 is

$$\frac{c}{2E}\left[\sigma_k\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma_k\right]=\frac{c}{4E}\,[\boldsymbol\sigma\cdot\mathbf q,\sigma_k]=\frac{ic}{2E}(\boldsymbol\sigma_1\times\mathbf q)_k .$$

For electron 2, $\mathbf q$ changes sign. Both currents are perpendicular to $\mathbf q$, so the magnetic amplitude is $-4\pi/q^2$ times their scalar product. With $E\simeq c^2$ this is

$$-\frac{\pi}{c^2q^2}(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)=-\frac{\pi}{c^2}\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\frac{(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{q^2}\right].$$

Averaging over the direction of $\mathbf q$ turns the bracket into $\frac23\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=\frac83\mathbf s_1\cdot\mathbf s_2$, which reproduces $H_c$. The part removed by the average is the traceless tensor.

A numerical evaluation with Dirac matrices at $q=0.02\,mc$ gives coefficients $-3.14128$ and $-8.37674$, against $-\pi=-3.14159$ and $-8\pi/3=-8.37758$. The relative difference of $10^{-4}$ is the factor $1/(1+q^2/4c^2)$ found above.

## Which pairs feel it

The second conclusion uses the total spin and forgets the spatial wave function. For a pair of electrons let $P_r$ exchange positions and $P_s$ exchange spins. Three facts are needed.

1. Antisymmetry: $P_rP_s\Psi=-\Psi$.
2. At contact an exchange of positions does nothing: $\delta(\mathbf r_{12})P_r=\delta(\mathbf r_{12})$.
3. $P_s=\frac12+2\,\mathbf s_1\cdot\mathbf s_2$. This gives $+1$ for the triplet, where $\mathbf s_1\cdot\mathbf s_2=\frac14$, and $-1$ for the singlet, where it is $-\frac34$.

Multiply the first relation by $\delta(\mathbf r_{12})$ and use the other two:

$$\delta(\mathbf r_{12})\left(\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2\right)\Psi=-\delta(\mathbf r_{12})\Psi
\;\;\Rightarrow\;\;
\delta(\mathbf r_{12})\,\mathbf s_1\cdot\mathbf s_2\,\Psi=-\tfrac34\,\delta(\mathbf r_{12})\Psi .$$

Nothing here depends on the other electrons, so the relation holds for each pair in an $N$-electron state. Therefore

$$H_c\;\to\;+2\pi\alpha^2\sum_{i<j}\delta(\mathbf r_{ij})=-2H_D,\qquad H_c+H_D\;\to\;+\pi\alpha^2\sum_{i<j}\delta(\mathbf r_{ij}).$$

The situation is the reverse of the one claimed. Two electrons in a triplet pair have no amplitude to meet, and the contact term vanishes for them. A singlet pair has no net moment, but its two moments are opposed, and that costs energy at contact. The third conclusion falls too: between electrons, the contact term is a multiple of the Darwin term.

Antisymmetry is essential. For an electron and a different spin-½ particle, a pair in an $s$ state can meet with either total spin. The factor $\mathbf s_1\cdot\mathbf s_2$ then keeps both values, $\frac14$ and $-\frac34$, and a contact interaction separates the two spin states. That picture cannot be carried over to two electrons.

"Singlet pair" also does not mean "singlet atom". For a single determinant whose orbitals are each pure $\uparrow$ or pure $\downarrow$ along one common axis, the expectation value of $\delta(\mathbf r_{ij})$ has a direct and an exchange part. For equal spins these are equal and cancel; for opposite spins the exchange part is zero. What remains is

$$\Big\langle\sum_{i<j}\delta(\mathbf r_{ij})\Big\rangle=\int\rho_\uparrow(\mathbf r)\,\rho_\downarrow(\mathbf r)\,d^3r .$$

A high-spin atom with a closed core has electrons of both spins, so its energy is shifted as well.

## Why the levels of a term stay together

The first conclusion rests on the idea that any operator containing spin depends on $J$. What counts is how the operator behaves when spins and positions are rotated separately. $H_c$ is a scalar under each rotation, so it commutes with $\mathbf L$ and with $\mathbf S$. Its matrix elements between states of a given $L$ and $S$ do not depend on $M_L$ or $M_S$. A level $|LSJM\rangle$ is a normalized combination of these states, so every $J$ receives the same shift.

Two-electron atoms give no nontrivial test of this, because the shifted terms are singlets and have a single $J$. The configuration $p^3$ is a better trial, since $^2D$ and $^2P$ have two levels each. Let $d_m=4\pi|Y_{1m}|^2$, so that $d_{\pm1}=\frac32\sin^2\theta$ and $d_0=3\cos^2\theta$. The angular averages of $\sin^4\theta$, $\sin^2\theta\cos^2\theta$ and $\cos^4\theta$ are $\frac8{15}$, $\frac2{15}$ and $\frac15$. Hence

$$\overline{d_1d_{\pm1}}=\tfrac65,\qquad \overline{d_1d_0}=\tfrac35,\qquad \overline{d_0d_0}=\tfrac95 .$$

In units of $\frac1{4\pi}\int R^4r^2dr$, with $R$ the radial function, the density formula gives the following.

- $^4S$: all spins are parallel in the state of highest $M_S$, so the value is 0.
- $^2D$: the one determinant with $M_L=2$, $M_S=\frac12$ is $p_1{\uparrow}\,p_1{\downarrow}\,p_0{\uparrow}$. Its value is $\frac65+\frac35=\frac95$.
- $^2P$: two determinants have $M_L=1$, $M_S=\frac12$. For $p_1{\uparrow}\,p_1{\downarrow}\,p_{-1}{\uparrow}$ the value is $\frac65+\frac65=\frac{12}5$. For $p_1{\uparrow}\,p_0{\uparrow}\,p_0{\downarrow}$ it is $\frac35+\frac95=\frac{12}5$. Their sum, $\frac{24}5$, is the trace over $^2D$ and $^2P$, so $^2P$ has $\frac{24}5-\frac95=3$.

Diagonalization in all 20 states of $p^3$ gives 0 four times, 1.8 ten times and 3 six times. The ten states of $^2D$ are the $4+6$ states of $J=\frac32,\frac52$, and the six of $^2P$ are the $2+4$ states of $J=\frac12,\frac32$. Neither term splits, but the two terms shift by different amounts, in the ratio $3:5$. The contact term may therefore not be dropped from intervals between terms.

The result has a limit. It assumes pure $LS$ terms, and the sizes of the shifts are taken to first order in $H_c$. If spin-orbit coupling mixes terms, levels of different $J$ contain different mixtures and inherit different contact shifts. In helium, $2\,^3P_1$ can take up a little $^1P_1$ character, while $^3P_0$ and $^3P_2$ have no $^1P$ partner of equal $J$. The level $^3P_1$ then acquires the weight of its singlet part times the mean contact shift in that part, taken as normalized. The singlet part is a superposition of all $n\,^1P_1$ states, so this mean need not equal the shift of $2\,^1P$, even when $2\,^1P$ dominates the mixture.

## What the spins do contribute to the splitting

The traceless part of $H_{ss}$ is of rank 2 in spin and of rank 2 in position. Within one term, each factor is proportional to the symmetric traceless tensor built from $\mathbf S$ or $\mathbf L$, so the splitting follows

$$\sum_{ij}\left[\tfrac12(L_iL_j+L_jL_i)-\tfrac13\delta_{ij}\mathbf L^2\right]S_iS_j=(\mathbf L\cdot\mathbf S)^2+\tfrac12\,\mathbf L\cdot\mathbf S-\tfrac13\mathbf L^2\mathbf S^2 .$$

The middle term on the right comes from reordering: $\sum L_jL_iS_iS_j=(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S$, by the commutators of $\mathbf S$ and $\mathbf L$. For $L=S=1$ we have $\mathbf L^2\mathbf S^2=4$ and $\mathbf L\cdot\mathbf S=-2,-1,1$ for $J=0,1,2$. The expression equals $\frac53,-\frac56,\frac16$, a pattern $10:-5:1$. Its mean, weighted with $2J+1$, is $10-15+5=0$. The tensor thus splits the triplet without moving its centre, whereas the contact term can move a term but not split it.

## Helium in numbers

The states $1\,^1S$, $2\,^1P$ and $2\,^3P$ were computed by full configuration interaction in 39 Gaussian functions of $s$, $p$ and $d$ type, with a fixed point nucleus and the nonrelativistic Hamiltonian. The complete operator $H_{ss}$ was then evaluated from second derivatives of $1/r_{12}$, without separating contact and tensor parts. On the singlets it was tested against $2\pi\alpha^2\langle\delta(\mathbf r_{12})\rangle$, with the delta function integrated on a spatial grid.

In this basis, which is not converged for this quantity (see below), the ground state has $\langle\delta(\mathbf r_{12})\rangle=0.1249$ bohr$^{-3}$, so the contact shift is

$$2\pi\,(0.0072974)^2\,(0.1249)=4.18\times10^{-5}\ \text{hartree}=9.2\ \text{cm}^{-1}.$$

The Darwin shift is minus half of this, $-4.6$ cm$^{-1}$, and the sum is $+4.6$ cm$^{-1}$. In $2\,^1P$ the electrons seldom meet: $\langle\delta(\mathbf r_{12})\rangle=0.00105$ bohr$^{-3}$. The contact shift is 0.077 cm$^{-1}$, the Darwin shift $-0.038$ cm$^{-1}$ and the sum $+0.038$ cm$^{-1}$.

In $2\,^3P$, the term the author set out to treat, $\langle\delta(\mathbf r_{12})\rangle$ is zero to rounding, and so is the mean of the complete spin-spin operator. The levels $J=0,1,2$ move by $0.534$, $-0.267$ and $0.053$ cm$^{-1}$, in the ratio $10:-5:1$. This is the tensor alone. The spin-orbit and spin-other-orbit terms are not included, so these numbers are one part of the fine structure and not a prediction of the observed intervals.

The contact density depends on the basis. In the ground state it falls from 0.156 with $s$ functions to 0.129 with $p$ functions added and 0.125 with $d$ functions. The last step is still 3% of the value, so the sequence has not converged, and the remaining error is about four times this step. Wave functions that contain $r_{12}$ explicitly give $0.1064$ bohr$^{-3}$ for the ground state, a contact shift of 7.8 cm$^{-1}$, so the value above is 17% too high. For $2\,^1P$ they give $0.00074$ bohr$^{-3}$ and 0.054 cm$^{-1}$, so the value above is about 40% too high. The $2\,^3P$ tensor shifts are much less sensitive: they become $0.526$, $-0.263$ and $0.053$ cm$^{-1}$, a change of 1.4%. The helium figures above are therefore values in this basis, quoted to show the ratios $-2$ and $10:-5:1$, and not converged values for the atom. In the ground state most of the error comes from the absence of higher angular momenta. A correlated wave function expanded in partial waves gives 0.121 when cut after $d$ and still 0.110 when cut after $l=10$. This slow approach reflects the cusp of the wave function where two electrons meet, which products of smooth orbitals describe poorly. The contact and Darwin shifts carry this error in equal proportion, so their ratio of $-2$ is unaffected.

**Correction requested.** The contact term should be removed from the splitting of $2\,^3P$ and added, together with the Darwin term, to the energies of the singlets. The tensor term should remain in the splitting. The full printed values are in the numerical output below.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.007297353
1 hartree = 219474.6314 cm^-1
Dirac test momentum q = 0.02 m c
Darwin coefficient from Dirac spinors = -3.14128 alpha^2 a.u.
  compare -pi = -3.14159
s1.s2 coefficient from Dirac spinors = -8.37674 alpha^2 a.u.
  compare -8 pi/3 = -8.37758
p^3 sum of delta, unit (1/4pi) int R^4 r^2 dr:
  4S (4 states) 0.0000
  2D (10 states) 1.8000
  2P (6 states) 3.0000
He s exponents (bohr^-2): 0.1 0.3 0.9 2.7 8.1 24.3 72.9 218.7
He p exponents (bohr^-2): 0.02 0.06 0.18 0.54 1.62 4.86 14.58
He d exponents (bohr^-2): 0.9 2.7
number of basis functions = 39
1 1S basis s: E = -2.87865 hartree, <delta> = 0.15582 bohr^-3
1 1S basis s,p: E = -2.90009 hartree, <delta> = 0.12917 bohr^-3
1 1S basis s,p,d: E = -2.90209 hartree, <delta> = 0.12486 bohr^-3
2 1P energy = -2.12286 hartree
2 3P energy = -2.13233 hartree
1 1S <delta(r12)> = 0.124856 bohr^-3
1 1S spin-spin contact shift = 9.16861 cm^-1
1 1S two-body Darwin shift = -4.58430 cm^-1
1 1S sum of the two = 4.58430 cm^-1
2 1P <delta(r12)> = 0.001046 bohr^-3
2 1P spin-spin contact shift = 0.07684 cm^-1
2 1P two-body Darwin shift = -0.03842 cm^-1
2 1P sum of the two = 0.03842 cm^-1
2 3P <delta(r12)> = 1.8e-33 bohr^-3
2 3P mean of full spin-spin operator = -1.4e-15 cm^-1
2 3P J=0 spin-spin tensor shift = 0.53380 cm^-1
2 3P J=1 spin-spin tensor shift = -0.26690 cm^-1
2 3P J=2 spin-spin tensor shift = 0.05338 cm^-1
```
